# The Lorenz number of a metal with elastic scattering

## Result

For a degenerate metal with a parabolic band and elastic scattering described by an energy-independent relaxation time,

$$
L\equiv\frac{\kappa}{\sigma T}=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2\left[1-\frac{7\pi^2}{20}\left(\frac{k_BT}{\mu}\right)^2+O\!\left(\frac{k_BT}{\mu}\right)^4\right]. \tag{1}
$$

Here $\sigma$ is the electrical conductivity, $\kappa$ the electronic heat conductivity at zero electric current, $T$ the temperature and $\mu$ the chemical potential measured from the band bottom. The prefactor is the Lorenz number,

$$L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.$$

It is the leading term at low $k_BT/\mu$. Heat carried by lattice vibrations is not part of $\kappa$ and must be added separately.

The algebra uses atomic units, $\hbar=m=e=1$, with $k_B$ kept. The symbol $e$ is still written where it shows how the charge enters; the electron charge is $-e$. Wave numbers are called $q$, so that $E=q^2/2$ and the speed is $v=q$.

## The distribution in weak gradients

Let the temperature, the chemical potential and the electric field $\mathcal E$ vary or point along $x$, and let a prime on $T$ or $\mu$ mean $d/dx$. Each place has a local equilibrium distribution

$$f_0=\frac{1}{e^{z}+1},\qquad z=\frac{E-\mu(x)}{k_BT(x)}.$$

Elastic collisions redistribute directions at fixed energy. They do not by themselves create a Fermi function, so a local temperature presupposes some energy exchange, slow enough not to disturb the currents but effective over the length on which $T$ varies.

In the steady state the Boltzmann equation is

$$v_x\frac{\partial f}{\partial x}-e\mathcal E\frac{\partial f}{\partial q_x}=-\frac{f-f_0}{\tau}.$$

The left side already contains one power of a gradient or field, so to first order $f$ may be replaced there by $f_0$. The derivatives are

$$\frac{\partial f_0}{\partial x}=\left(-\frac{\partial f_0}{\partial E}\right)\left[\mu'+(E-\mu)\frac{T'}{T}\right],\qquad \frac{\partial f_0}{\partial q_x}=v_x\frac{\partial f_0}{\partial E}.$$

Solving for $f$ gives

$$f=f_0+\tau v_x\left(-\frac{\partial f_0}{\partial E}\right)\left[F-(E-\mu)\frac{T'}{T}\right],\qquad F=-e\mathcal E-\mu'. \tag{2}$$

$F$ is the total driving force on an electron, minus the gradient of the electrochemical potential. The correction is odd in $v_x$, so it changes neither the density nor the energy density, and $f_0$ is consistently the angular average of $f$.

The thermal drive changes sign at $E=\mu$. Down a temperature gradient, electrons above $\mu$ flow towards the cold side and electrons below $\mu$ towards the hot side. Their particle currents nearly cancel, while their heat currents add.

## The two currents

The particle flux $J_N$ is the sum of $v_x f$ over states. The heat flux $J_Q$ carries the extra factor $E-\mu$. Spin included, the density of states follows from

$$2\,\frac{4\pi q^2dq}{(2\pi)^3}=\frac{q^2dq}{\pi^2}=g(E)\,dE,\qquad dE=q\,dq,\qquad g(E)=\frac{q}{\pi^2}.$$

The angular average of $v_x^2$ is $v^2/3$. With the transport function

$$S(E)=\frac{\tau v^2g(E)}{3}=\frac{\tau q^3}{3\pi^2}\propto E^{3/2} \tag{3}$$

and the integrals

$$A_n=\int_0^\infty S(E)\,(E-\mu)^n\left(-\frac{\partial f_0}{\partial E}\right)dE, \tag{4}$$

equation (2) gives

$$J_N=A_0F-A_1\frac{T'}{T},\qquad J_Q=A_1F-A_2\frac{T'}{T}. \tag{5}$$

The same $A_1$ couples heat flux to force and particle flux to $-T'/T$; this is the Onsager relation.

**Electrical conductivity.** With $T'=\mu'=0$ the force is $F=-e\mathcal E$, and the electric current density is $-eJ_N=e^2A_0\mathcal E$. Hence $\sigma=e^2A_0$. For constant $\tau$ this is the Drude result at any temperature. The number of states below $E$ per volume is $N(E)=q^3/3\pi^2$, so $S=\tau N$, and integration by parts gives

$$A_0=\tau\int_0^\infty N\left(-\frac{\partial f_0}{\partial E}\right)dE=\tau\int_0^\infty g f_0\,dE=n\tau,$$

where $n$ is the electron density. The boundary terms vanish because $N(0)=0$ and $f_0\to0$ at high energy.

**Heat conductivity.** Zero electric current means $J_N=0$, which requires $F=A_1T'/(A_0T)$. Inserting this into $J_Q=-\kappa T'$ gives

$$\kappa=\frac1T\left(A_2-\frac{A_1^2}{A_0}\right),\qquad L=\frac{1}{e^2T^2}\left[\frac{A_2}{A_0}-\left(\frac{A_1}{A_0}\right)^2\right]. \tag{6}$$

The bracket is the variance of the energy with weight $S(-\partial f_0/\partial E)$. The Lorenz number thus measures how widely the energies of the conducting electrons are spread. Equation (6) is also the form to implement when $k_BT/\mu$ is not small.

## Moments of the thermal weight

In the variable $z$ the weight is

$$w(z)=-\frac{df_0}{dz}=\frac{e^{-z}}{(1+e^{-z})^2},$$

which is even in $z$ and has unit area. Its odd moments vanish. For $z>0$ it expands as $w=\sum_{m\ge1}(-1)^{m+1}m\,e^{-mz}$, and $\int_0^\infty z^{2j}m\,e^{-mz}dz=(2j)!/m^{2j}$, so

$$M_{2j}=\int_{-\infty}^\infty z^{2j}w\,dz=2\,(2j)!\,\eta_{2j},\qquad \eta_s=\sum_{m\ge1}\frac{(-1)^{m+1}}{m^s}.$$

The two sums needed come from Fourier series on $[-\pi,\pi]$, whose coefficients follow by repeated integration by parts:

$$y^2=\frac{\pi^2}{3}+\sum_{m\ge1}\frac{4(-1)^m}{m^2}\cos my,$$

$$y^4=\frac{\pi^4}{5}+\sum_{m\ge1}(-1)^m\left(\frac{8\pi^2}{m^2}-\frac{48}{m^4}\right)\cos my.$$

At $y=0$ the first gives $4\eta_2=\pi^2/3$. The second gives $48\eta_4=8\pi^2\eta_2-\pi^4/5=7\pi^4/15$. Since $M_2=4\eta_2$ and $M_4=48\eta_4$,

$$M_2=\frac{\pi^2}{3},\qquad M_4=\frac{7\pi^4}{15}. \tag{7}$$

## The Sommerfeld expansion

Write $\theta=k_BT$ and expand $S(\mu+\theta z)$ in powers of $\theta z$. From here on, $S$, $S'$ and $S''$ denote the transport function and its energy derivatives at $\mu$. The lower limit $z=-\mu/\theta$ is moved to $-\infty$, at a cost of order $e^{-\mu/\theta}$, smaller than any power of $\theta/\mu$. Then

$$A_0=S+\frac{\pi^2}{6}\theta^2S''+O(\theta^4),\qquad A_1=\frac{\pi^2}{3}\theta^2S'+O(\theta^4),$$

$$A_2=\frac{\pi^2}{3}\theta^2S+\frac{7\pi^4}{30}\theta^4S''+O(\theta^6).$$

At leading order $A_2/A_0=\pi^2\theta^2/3$. The transport function has cancelled, and with it the scattering time, the density and the mass. The term $(A_1/A_0)^2$ is of order $\theta^4$ and does not contribute yet. Equation (6) gives $L=L_0$.

At the next order,

$$\frac{A_2}{A_0}=\frac{\pi^2\theta^2}{3}\left[1+\pi^2\theta^2\left(\frac{7}{10}-\frac16\right)\frac{S''}{S}\right],\qquad \left(\frac{A_1}{A_0}\right)^2=\frac{\pi^2\theta^2}{3}\cdot\frac{\pi^2\theta^2}{3}\left(\frac{S'}{S}\right)^2.$$

Since $7/10-1/6=8/15$,

$$\frac{L}{L_0}=1+\pi^2\theta^2\left[\frac{8}{15}\frac{S''}{S}-\frac13\left(\frac{S'}{S}\right)^2\right]+O(\theta^4). \tag{8}$$

For $S\propto E^p$ one has $S'/S=p/\mu$ and $S''/S=p(p-1)/\mu^2$, hence

$$\frac{L}{L_0}=1+\frac{\pi^2(3p^2-8p)}{15}\left(\frac{\theta}{\mu}\right)^2+\dots \tag{9}$$

Constant $\tau$ means $p=3/2$, for which $(3p^2-8p)/15=-7/20$. This is equation (1). At fixed density $\mu$ itself shifts with temperature, but by a relative amount of order $(\theta/\mu)^2$, which affects (1) at fourth order.

## What the relaxation time must satisfy

A constant $\tau$ is sufficient for $L_0$ but not necessary. Any $S(E)$ that is nonzero at $\mu$ and smooth on the scale $k_BT$ gives the same leading term. A constant mean free path, $\tau\propto1/v$, has $p=1$ and changes the coefficient in (9) from $-3.45$ to $-3.29$. For $p=3$ it is $+1.97$, so the sign of the correction depends on the scattering.

This matters for narrow metals. When boundaries scatter elastically, the distribution also depends on position across the wire, but the linear problem can be solved separately at each energy. The drive $F-(E-\mu)T'/T$ is a common factor at that energy, so one function $S(E)$ again enters both currents. Boundary scattering then lowers $\sigma$ and $\kappa$ together and leaves $L_0$ in place, provided $S$ remains smooth.

**The nondegenerate limit.** If $\mu$ lies far below the band bottom, $-\partial f_0/\partial E\propto e^{-E/\theta}$. With $S\propto E^p$ the weighted averages are $\langle E\rangle=(p+1)\theta$ and $\langle E^2\rangle=(p+2)(p+1)\theta^2$. The variance is $(p+1)\theta^2$, so

$$L=(p+1)\left(\frac{k_B}{e}\right)^2.$$

For constant $\tau$ the factor is $5/2$ instead of $\pi^2/3\approx3.29$, and it now depends on the scattering law. The universal value belongs to the degenerate regime.

## Why the scattering must be elastic

Suppose that, besides elastic scattering at rate $1/\tau$, electrons exchange energy with a bath without changing direction. Take a speed that does not vary over the thermal window. Write the deviation from equilibrium as $\delta f\propto v_x w(z)\varphi(z)$, with $w=f_0(1-f_0)$.

For electrons moving in one direction, let the rate from $z$ to $z'$ be $P(z,z')$. The net flow between the two energies is

$$(1-f)(1-f')\left[\frac{f}{1-f}P(z,z')-\frac{f'}{1-f'}P(z',z)\right],$$

where $f'$ here means $f$ at $z'$. The bracket vanishes in equilibrium by detailed balance, and $f/(1-f)$ changes by a relative amount proportional to $\varphi$. To first order the flow is therefore proportional to $R(z,z')[\varphi(z)-\varphi(z')]$, where $R=f_0(1-f_0')P(z,z')$ is symmetric. The linear equation is

$$\frac{w\varphi}{\tau}+\int R(z,z')\,[\varphi(z)-\varphi(z')]\,dz'=w\,s(z), \tag{10}$$

with $s=1$ for an electric drive and $s=z$ for a thermal one.

For $s=1$ the constant $\varphi=\tau$ solves (10), since the integral vanishes. The charge current is untouched. For $s=z$, multiply by $\varphi$ and integrate. With $H=\int wz\varphi\,dz$, which is proportional to the heat current,

$$H=\frac1\tau\int w\varphi^2dz+\frac12\iint R\,[\varphi(z)-\varphi(z')]^2dz\,dz'\ \ge\ \frac1\tau\int w\varphi^2dz.$$

The Cauchy–Schwarz inequality gives $H^2\le M_2\int w\varphi^2dz\le M_2\tau H$, hence $H\le\tau M_2$, the elastic value. Integrating (10) over $z$ with $s=z$ gives $\int w\varphi\,dz=\tau\int wz\,dz=0$, so the thermal drive produces no charge current here and there is no open-circuit correction. Energy exchange of this kind therefore reduces $L$.

As an illustration take

$$R=\frac{e^{-|z-z'|}}{4\tau\cosh(z/2)\cosh(z'/2)}.$$

The mean exchange rate $\iint R\,dz\,dz'/\int w\,dz$ is then $1.87/\tau$. Solving (10) as a matrix equation on 401 points in $-20\le z\le20$ gives $L/L_0=0.70$. The number belongs to this kernel; the direction of the change follows from the inequality.

## A metal at room temperature

Take round model parameters: $\mu=5$ eV, the free-electron mass, a mean free path $\ell=100$ Å at $\mu$, and $T=300$ K. The scattering is assumed elastic; for scattering by lattice vibrations this is a good approximation only when their energies are small compared with $k_BT$. With $\hbar^2/m=7.620$ eV Å$^2$ the wave number at $\mu$ is

$$q_\mu=\sqrt{\frac{2\times5}{7.620}}=1.146\ \text{Å}^{-1}.$$

The broadening due to scattering is

$$\frac{\hbar}{\tau}=\frac{\hbar^2}{m}\frac{q_\mu}{\ell}=\frac{7.620\times1.146}{100}=0.0873\ \text{eV}.$$

This is far below $\mu$; equivalently $q_\mu\ell\approx115\gg1$, as the semiclassical treatment requires.

Since $\tau v=\ell$ at $\mu$, equation (3) gives

$$\sigma=\frac{e^2}{\hbar}\frac{q_\mu^2\ell}{3\pi^2}=\frac{1.312\times100}{29.61}\,\frac{e^2}{\hbar\,\text{Å}}=4.43\,\frac{e^2}{\hbar\,\text{Å}},$$

or $1.08\times10^7$ S/m. The heat conductivity is

$$\kappa\approx L_0\sigma T=2.443\times10^{-8}\times4.432\times300=3.25\times10^{-5}\ \frac{\text{eV}^2}{\hbar\,\text{Å K}},$$

or 79 W/(m K). The same figure for $L_0$ serves here because V$^2$/K$^2$ equals eV$^2$/($e^2$K$^2$).

The corrections are governed by $\theta/\mu=0.02585/5=0.00517$, whose square is $2.67\times10^{-5}$. Equation (1) gives

$$\frac{L}{L_0}-1=-3.454\times2.67\times10^{-5}=-9.2\times10^{-5}.$$

The open-circuit condition removes the fraction

$$\frac{A_1^2}{A_0A_2}\approx\frac{\pi^2\theta^2}{3}\left(\frac{S'}{S}\right)^2=\frac{3\pi^2}{4}\left(\frac{\theta}{\mu}\right)^2=2.0\times10^{-4}$$

of $A_2/T$, the heat conductivity at $F=0$. Both are negligible in a thermal model of such a metal. At $\theta/\mu=0.05$ they would begin to show: quadrature of (4) gives $L/L_0=0.9916$, and equation (1) gives 0.9914.

## Narrow wires with sharp subbands

In a clean square wire of side $a$ with hard walls, transverse motion is quantized:

$$E_{ij}=\frac{\pi^2\hbar^2}{2ma^2}(i^2+j^2),\qquad i,j=1,2,\dots$$

In atomic units each open subband has velocity $v=\sqrt{2(E-E_{ij})}$ along the wire and density of states $2/(\pi v)$ per length, both directions and spins included. With constant $\tau$ its contribution to $S$ is $\tau v^2\cdot2/(\pi v)=2\tau v/\pi$, so

$$S(E)\propto\sum_{E_{ij}<E}\sqrt{E-E_{ij}}. \tag{11}$$

The slope of $S$ diverges just above each edge, and the Taylor expansion behind (8) becomes unreliable when an edge lies within several $k_BT$ of $\mu$. The integrals (4) still apply.

Summing them on an energy grid of spacing $k_BT/40$, for $\mu$ between 4.5 and 5.5 eV at 300 K, gives these largest departures from $L_0$:

| side (Å) | subbands open at 5 eV | largest $L/L_0-1$ | at $\mu$ (eV) |
|---:|---:|---:|---:|
| 10 | 8 | $+1.5\,\%$ | 4.86 |
| 20 | 37 | $+0.41\,\%$ | 4.67 |
| 100 | 1011 | $-0.03\,\%$ | 5.00 |

For the two narrower wires the maximum lies about $k_BT$ below an edge, at 4.89 and 4.70 eV. The sign can be traced. A small addition $\Delta S$ to a smooth background changes $L/L_0$ at leading order by

$$\frac1S\int\Delta S\,w(z)\left(\frac{3z^2}{\pi^2}-1\right)dz,$$

which is positive where $|z|>\pi/\sqrt3\approx1.8$. A subband opening about $k_BT$ above $\mu$ adds carriers mostly in the outer part of the thermal window, where they raise the heat conductivity by a larger fraction than the electrical conductivity. Far from an edge the departure is small: at $\mu=5.5$ eV the 10 Å wire gives $-0.06\,\%$.

In the 100 Å wire several edges fall inside the thermal window: near 5 eV, 14 subbands open at 5 distinct energies within its width at half height. The largest departure is still more than three times the bulk value of $-0.009\,\%$, and the scan does not isolate a single edge as its cause.

These figures describe an idealized clean wire. The true scattering rate also varies at subband edges, which constant $\tau$ ignores. A broadening of 0.087 eV, as in the bulk example, is comparable with the full width of the thermal weight at half height, about $3.5\,k_BT=0.09$ eV. It rounds the edges and reduces their effect without removing it: convolving (11) with a Lorentzian of that full width lowers the largest departure to about 0.6 % for the 10 Å wire and 0.2 % for the 20 Å wire. With constant $\tau$, the wire 10 Å wide, with six open subbands below the edge at 4.89 eV and eight above it, keeps $L$ within about 1.5 % of $L_0$ over the scanned range; a 9 Å wire reaches 2.2 %. These small figures rest on constant $\tau$, which makes $S$ continuous at each edge. With a constant mean free path, $S$ is a staircase, and the 10 Å wire departs from $L_0$ by up to $+7.9\,\%$ and $-7.2\,\%$. With a scattering rate proportional to the total density of states and sharp edges, the departures reach $+47\,\%$ and $-24\,\%$, comparable with the energy-exchange example above. The size of the edge effect in a real wire therefore depends on how the scattering rate varies across the edge.

All numerical values are calculated from the stated model.
